# The Rytova-Keldysh potential and why 2p excitons lie below 2s

## 1. The decision

Suppose the 1s and 2s exciton energies of an atomically thin semiconductor are known, and the binding energy is wanted. The two-dimensional hydrogen series has binding energies in the ratio 9:1, so it would give the 1s binding energy as 9/8 of the 1s–2s separation. Whether that step is allowed depends on the form of the electron-hole attraction. So does the assignment of levels: hydrogen puts 2s and 2p at one energy, while a polarisable sheet separates them.

These notes derive the attraction in such a sheet, prove that 2p lies below 2s, and estimate the error of the hydrogenic step.

## 2. The field of a charge in a polarisable sheet

The sheet occupies $z=0$. Above and below it are media of dielectric constants $\varepsilon_1$ and $\varepsilon_2$. The sheet has no thickness and responds linearly to the in-plane static field, with dipole moment per area

$$\mathbf P=-\varepsilon_0\chi\nabla_\parallel\phi ,$$

where $\chi$ is a length. A charge $Q$ sits in the sheet at the origin.

Outside the sheet $\nabla^2\phi=0$, so a component of in-plane wavevector $\mathbf q$ varies as $\phi(q)e^{-q|z|}$. The normal displacement jumps at the sheet by the total sheet charge, free plus bound:

$$\varepsilon_0(\varepsilon_1+\varepsilon_2)q\,\phi(q)=Q-i\mathbf q\cdot\mathbf P(q)=Q-\varepsilon_0\chi q^2\phi(q).$$

The last form follows from $\mathbf P(q)=-i\varepsilon_0\chi\mathbf q\,\phi(q)$. With

$$\kappa=\tfrac12(\varepsilon_1+\varepsilon_2),\qquad r_*=\tfrac12\chi,\qquad r_0=r_*/\kappa,$$

the solution is

$$\phi(q)=\frac{Q}{2\varepsilon_0\,q\,(\kappa+r_*q)}=\frac{Q}{2\varepsilon_0\kappa}\,\frac{1}{q(1+r_0q)} .$$

The sheet screens short waves strongly and long waves not at all; at long wavelength the surroundings alone remain. In the numerical test, with $qr_*$ between 0.45 and 4.5, solving Poisson's equation across a slab thinner than $10^{-5}r_*$ reproduces this formula to better than one part in $10^4$. This confirms the limit of zero thickness; Section 10 returns to real layers.

For an electron and a hole, $V=-e\phi$ with $Q=e$. The angular integral in the inverse Fourier transform is $2\pi J_0(qr)$, so

$$V(r)=-C\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq,\qquad C=\frac{e^2}{4\pi\varepsilon_0\kappa}.$$

## 3. Struve and Neumann functions

Write the denominator as an integral over an exponential:

$$\frac1{1+r_0q}=\int_0^\infty e^{-s(1+r_0q)}ds .$$

The $q$ integral is then a Laplace transform of $J_0$. Since $J_0(qr)$ is the angular average of $e^{iqr\cos\theta}$,

$$\int_0^\infty J_0(qr)e^{-pq}dq=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{p-ir\cos\theta}=\frac1{\sqrt{r^2+p^2}} .$$

(A factor $e^{-\eta q}$, with $\eta\to0$ at the end, justifies the exchange of integrals.) With $p=sr_0$, then $s=xt$ and $x=r/r_0$,

$$V(r)=-C\int_0^\infty\frac{e^{-s}ds}{\sqrt{r^2+s^2r_0^2}}=-\frac C{r_0}F(x),\qquad F(x)=\int_0^\infty\frac{e^{-xt}}{\sqrt{1+t^2}}dt .$$

The middle expression has a simple reading: the attraction is a Coulomb attraction averaged over a vertical displacement $sr_0$ with weight $e^{-s}$.

To identify $F$, differentiate under the integral:

$$F''+F=\int_0^\infty e^{-xt}\sqrt{1+t^2}\,dt=\frac1x+\frac1x\int_0^\infty\frac{t\,e^{-xt}}{\sqrt{1+t^2}}dt=\frac1x-\frac{F'}x .$$

The second equality is an integration by parts. Thus $F''+F'/x+F=1/x$. The Struve function

$$H_0(x)=\frac2\pi\left(x-\frac{x^3}{1^2\,3^2}+\frac{x^5}{1^2\,3^2\,5^2}-\dots\right)$$

obeys the same equation with $2/(\pi x)$ on the right, because $x^k$ gives $k^2x^{k-2}$ under $d^2/dx^2+x^{-1}d/dx$ and successive terms cancel. Hence

$$F=\frac\pi2H_0+AJ_0+BY_0 .$$

The constants follow from small $x$. Integrating by parts and setting $u=xt$,

$$F=\int_0^\infty e^{-u}\,\mathrm{arsinh}(u/x)\,du\;\to\;\int_0^\infty e^{-u}\ln\frac{2u}x\,du=\ln\frac2x-\gamma ,$$

with $\gamma$ Euler's constant. As $x\to0$, $H_0\to0$, $J_0\to1$ and $Y_0\to(2/\pi)[\ln(x/2)+\gamma]$. Matching the logarithm gives $B=-\pi/2$; the constant terms then agree with $A=0$. This is the Rytova-Keldysh potential:

$$\boxed{V(r)=-\frac{e^2}{4\pi\varepsilon_0\kappa}\,\frac{\pi}{2r_0}\left[H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right]}$$

For $r\ll r_0$ the attraction is logarithmic. For $r\gg r_0$, expanding $1/\sqrt{1+t^2}=1-t^2/2+\dots$ gives $F=1/x-1/x^3+\dots$, so $V\to-C/r$.

## 4. The effective charge grows outward

Define $Z$ by $r^2V'(r)=CZ(r/r_0)$. It is the charge, in units of $e$, that would give the actual force by Coulomb's law in the surrounding medium. From $V=-(C/r_0)F$ and $u=xt$,

$$Z(x)=-x^2F'(x)=\int_0^\infty u\,e^{-u}\frac{x}{\sqrt{x^2+u^2}}\,du .$$

The fraction in the integrand increases with $x$ for each $u>0$. Therefore $Z$ rises strictly, from 0 at the centre to $\int ue^{-u}du=1$ far away, and

$$(r^2V')'>0\quad\text{for all } r>0 .$$

For a pure Coulomb potential this derivative vanishes. The proof below rests on the difference. Numerically $Z=0.24$, $0.54$ and $0.83$ at $r/r_0=0.3$, $1$ and $3$: the approach to Coulomb's law is gradual.

## 5. The radial problem

Take parabolic bands with reduced mass $\mu$, and neglect electron-hole exchange and Berry-curvature terms. Use the exciton units

$$a=\frac{4\pi\varepsilon_0\kappa\hbar^2}{\mu e^2},\qquad \mathrm{Ha}^*=\frac{\hbar^2}{\mu a^2}=\frac Ca,\qquad \lambda=\frac{r_0}a .$$

In these units $V=-F(r/\lambda)/\lambda$. Let $m\ge0$ be the magnitude of the angular momentum about the normal; s, p, d mean $m=0,1,2$. The levels of channel $m$ are numbered $n=m+1,m+2,\dots$, as in 2D hydrogen, where $E_n=-\tfrac12(n-\tfrac12)^{-2}$ for every allowed $m$. The Coulomb tail ensures infinitely many bound states in each channel.

Write the lowest state of channel $m$ as $r^mf(r)$ with $f>0$. The terms in $f/r^2$ have the coefficient $m(m-1)+m-m^2=0$, which leaves

$$f''+\frac{2m+1}rf'=2(V-E)f .$$

Let $g=-f'/f$, the local decay rate. Since $f''/f=g^2-g'$,

$$g'=g^2-\frac{2m+1}r\,g-2(V-E). \tag{1}$$

For $V=-1/r$ the solution is the constant $g=1/(m+\tfrac12)$, so $g'=0$. In the sheet the decay rate increases outward instead.

## 6. Lemma: $g'>0$ for all $r>0$

**Near the centre.** Equation (1) can be written $(r^{2m+1}g)'=r^{2m+1}[g^2-2(V-E)]$. There $V\simeq(\ln r)/\lambda$, up to a constant, so $g\simeq-r\ln r/[(m+1)\lambda]$ and $g'\simeq-\ln r/[(m+1)\lambda]>0$.

**At a supposed first zero.** Differentiate (1):

$$g''=\left(2g-\frac{2m+1}r\right)g'+\frac D{r^2},\qquad D=(2m+1)g-2r^2V'. \tag{2}$$

Let $g'$ first vanish at $r_1$. It came from positive values, so $g''(r_1)\le0$ and hence $D(r_1)\le0$. Also

$$D'=(2m+1)g'-2(r^2V')',$$

which is negative at $r_1$ by Section 4. If $D(r_1)$ were zero, then $g''(r_1)=0$ and $g'''(r_1)=D'(r_1)/r_1^2<0$; $g'$ would be negative on both sides of $r_1$, contrary to assumption. So $D(r_1)<0$, and $g'$ turns negative.

**Beyond it.** While $g'<0$, $D$ keeps decreasing. A return of $g'$ to zero would need $g''\ge0$ there, but (2) gives $g''=D/r^2<0$. Thus $g'$ stays negative. A bound state has $g\to k=\sqrt{-2E}>0$ at large $r$, so the bracket in (2) eventually exceeds $k$. Then $g''<kg'$, and $|g'|$ grows at least as $e^{kr}$. This contradicts $g\to k$, so no zero exists.

## 7. From the lemma to the level order

Set $u=\sqrt r\times$(radial function), which removes the first derivative:

$$h_m=-\frac12\frac{d^2}{dr^2}+\frac{m^2-\frac14}{2r^2}+V .$$

The lowest state is $u_0=r^{m+1/2}f$, with energy $E_0$. Define

$$W=-\frac{u_0'}{u_0}=-\frac{m+\frac12}r+g,\qquad A=\frac1{\sqrt2}\left(\frac d{dr}+W\right).$$

Multiplying out gives $A^\dagger A=\tfrac12(-d^2/dr^2+W^2-W')$. Because $W^2-W'=u_0''/u_0$, this equals $h_m-E_0$. The reversed product has the opposite sign of $W'$:

$$AA^\dagger+E_0=h_m+W'=h_m+\frac{m+\frac12}{r^2}+g' .$$

Since $\tfrac12(m^2-\tfrac14)+m+\tfrac12=\tfrac12[(m+1)^2-\tfrac14]$, the centrifugal terms combine:

$$AA^\dagger+E_0=h_{m+1}+g' .\tag{3}$$

If $h_mu=Eu$ with $E\ne E_0$, then $Au$ is an eigenstate of (3) with the same $E$, and $A^\dagger$ leads back. It is regular at the centre: $Au=u_0(u/u_0)'/\sqrt2$, and $[u_0^2(u/u_0)']'=2(E_0-E)u_0u\propto r^{2m+1}$, so $Au\propto r^{m+3/2}$, as channel $m+1$ requires. The state $u_0$ is lost, because $Au_0=0$. No replacement appears, because $A^\dagger v=0$ gives $v\propto1/u_0$, which is not normalisable.

So $h_{m+1}+g'$ has the levels of channel $m$ without the lowest. Its $j$th level is $E(n,m)$ with $n=m+1+j$, while the $j$th level of $h_{m+1}$ is $E(n,m+1)$ with the same $n$. In the space spanned by the $j$ lowest states of $h_{m+1}+g'$, every normalised state has $\langle h_{m+1}\rangle\le E(n,m)-\langle g'\rangle<E(n,m)$. The variational principle for the $j$th level then gives

$$\boxed{E(n,m+1)<E(n,m)\quad\text{for every }r_0>0}$$

and in particular $E_{2p}<E_{2s}$. A 2D hydrogen series is degenerate in $m$ whatever its mass and dielectric constant, so no rescaling can reproduce this spectrum.

The same argument bounds the splitting. Let $v$ be the ground state of $h_1+g'$, with $g$ taken from 1s. Using $v$ as a trial state for $h_1$, and 2p as a trial state for $h_1+g'$, gives

$$\langle g'\rangle_v\le E_{2s}-E_{2p}\le\langle g'\rangle_{2p}\quad(\text{in Ha}^*).$$

## 8. Two limits

**Weak sheet, $\lambda\to0$.** In Fourier space

$$-\frac{2\pi}{q(1+\lambda q)}=-\frac{2\pi}q+\frac{2\pi\lambda}{1+\lambda q} .$$

To leading order the second term is a contact repulsion $2\pi\lambda\,\delta^2(\mathbf r)$. It raises 2s and leaves 2p, which vanishes at the centre. The hydrogenic 2s state is $\psi=N(1-\tfrac43r)e^{-2r/3}$. With $x=4r/3$ its norm is

$$1=2\pi N^2\,\frac9{16}\int_0^\infty x(1-x)^2e^{-x}dx=2\pi N^2\,\frac9{16}(1-4+6)=\frac{27\pi}8N^2 .$$

Hence

$$E_{2s}-E_{2p}\simeq2\pi\lambda N^2=\frac{16}{27}\lambda\;\mathrm{Ha}^* .$$

The computed splitting lies within half a per cent of this at $\lambda=10^{-4}$. At $\lambda=0.01$ it is $4.91\times10^{-3}$ Ha\*, already 17% below the leading-order value, so the formula serves only for very weak sheets.

**Strong sheet, $\lambda\to\infty$.** The low states lie where $V$ is logarithmic. With $r=\sqrt\lambda\,s$ the Hamiltonian becomes

$$H=\frac1\lambda\left[-\frac12\nabla_s^2+\ln s+\text{const}\right].$$

The orbit size is of order $\sqrt\lambda\,a$, well inside $r_0=\lambda a$, so the approximation is consistent. Since $\mathrm{Ha}^*/\lambda=C/r_0=e^2/(4\pi\varepsilon_0r_*)$,

$$E_{2s}-E_{2p}\to c\,\frac{e^2}{4\pi\varepsilon_0r_*},\qquad c=0.275 ,$$

where $c$ is computed from the logarithmic well. Mass and surroundings drop out. The limit is approached slowly: $\lambda$ times the splitting is 0.137 Ha\* at $\lambda=10$ and still 8% below $c$ at $\lambda=1000$.

## 9. A worked example

Take round model parameters, $\mu=0.20\,m_e$ and $r_*=4.0$ nm, for a free sheet ($\kappa=1$) and an embedded one ($\kappa=4$). For the free sheet $a=0.2646$ nm, so

$$\lambda=\frac{4.00}{0.2646}=15.1,\qquad \mathrm{Ha}^*=\frac{1440\ \text{meV nm}}{0.2646\ \text{nm}}=5442\ \text{meV}.$$

For the embedded sheet $a=1.058$ nm and $r_0=1.00$ nm, so $\lambda=0.945$ and $\mathrm{Ha}^*=340$ meV. Energies in meV, measured from the band gap, are:

| level | $\kappa=1$ | $\kappa=4$ |
|---|---|---|
| 1s | −537 | −192 |
| 2p | −295 | −60 |
| 2s | −239 | −46 |
| 3d | −191 | −26 |
| 3p | −168 | −24 |
| 3s | −143 | −20 |

**The splitting.** For the free sheet $E_{2s}-E_{2p}=295.0-239.3=55.7$ meV (0.0557 eV), inside the bounds 49.6 and 62.0 meV. An independent finite-difference solution agrees to about 0.01 meV. The strong-sheet limit would be $0.275\times360=99$ meV, so even $\lambda=15$ is far from it. For the embedded sheet the splitting is 13.65 meV, between 11.4 and 16.2 meV.

**The hydrogenic step.** The ratio $E_{1s}/E_{2s}$ is 2.24 for the free sheet and 4.19 for the embedded one, against 9. Taking 9/8 of the 1s–2s separation gives

$$\kappa=1:\ \tfrac98(536.5-239.3)=334\ \text{meV},\qquad
\kappa=4:\ \tfrac98(192.5-46.0)=165\ \text{meV}.$$

Relative to the model's own binding energies, 537 and 192 meV, these are too small by 38% and 14%. Within this model, then, the Rytova-Keldysh potential should be fitted to the levels, not the hydrogen series. The 1s–2s separation alone is not enough for that fit, even with $\kappa$ known: the ratio of binding energy to separation depends on $\lambda$ (it is 1.81 and 1.31 here), so $\mu$, $r_*$ or a further level is needed as well. Keeping $\kappa$ and ignoring the sheet is worse: it puts 1s at −10,885 and −680 meV.

**Where the states live.** In the free sheet the mean radii of 1s, 2p and 2s are 1.0, 2.4 and 3.5 nm, all below $r_0=4$ nm, where the effective charge is well short of 1. In the embedded sheet they are 1.3, 4.0 and 5.9 nm, all beyond $r_0=1$ nm.

**High levels.** Define a quantum defect $\delta$ by $E=-\tfrac12(n-\tfrac12+\delta)^{-2}$ Ha\*. A constant $\delta$ means a Rydberg series with a shifted origin. In the embedded sheet $\delta$ is nearly constant by $n=6$, where it is 0.407 for s and 0.165 for p. The upper levels there are nearly of Rydberg form, yet s and p remain separate series. In the free sheet the s defect rises from 1.75 to 1.87, then falls to 1.79 at $n=6$ and is still drifting. "Nonhydrogenic" thus means a strongly altered lower series and a lifted degeneracy, not the loss of the Coulomb tail.

## 10. Where the result can fail

The order is proved for the model of Sections 2 and 5. A real layer has a thickness $d$, and $qd\ll1$ alone does not justify the sheet formula. Take a uniform slab with out-of-plane constant 1 and in-plane constant $1+2r_*/d$. The potential inside it varies as $e^{\pm pz}$ with $p=q\sqrt{1+2r_*/d}$, so the formula holds for charges at any height in the layer only if $pd\ll1$. For $r_*\gg d$ this means $q\sqrt{2r_*d}\ll1$. With $r_*=4$ nm and $d=0.6$ nm the length $\sqrt{2r_*d}$ is 2.2 nm, so a state with a radius near 1 nm, such as 1s here, does not meet the condition. Its energy then depends on how the charges are spread across the layer. So does the energy of 2s, which also has amplitude at the centre, and with it the splitting. With both charges on the mid-plane, the attraction at short distance is Coulombic with dielectric constant $\sqrt{1+2r_*/d}=3.8$, so the effective charge starts from $\kappa/3.8$ instead of 0. For $\kappa=4$ this exceeds its far value of 1, the rise shown in Section 4 fails, and the order is no longer guaranteed. The surroundings enter through a static $\kappa$, which is doubtful if their response changes with frequency on the scale of the binding energy. Exchange and nonparabolic bands add terms outside the proof, and Berry curvature can separate the two 2p states of opposite angular momentum. If such terms are comparable with the splitting, here 56 or 14 meV, the order must be computed afresh.

The order also affects what is seen. If the interband matrix element does not depend on wavevector, light creates electron and hole at the same point, and the one-photon strength is proportional to $|\psi(0)|^2$. The 2p state is then dark, and the second line of the absorption series is 2s, although a lower $n=2$ level exists. The numerical output below gives the levels, bounds and limits in more detail.

## Calculated quantities

```
thin slab vs sheet formula, largest rel. deviation: 4.4e-05
Bessel integral vs Struve form, largest rel. dev.: 6.0e-15
effective charge Z at r/r0 = 0.1, 0.3, 1, 3, 10: 0.091, 0.237, 0.539, 0.831, 0.973
reduced mass mu = 0.20 m_e, sheet length r* = 4.0 nm
--- kappa = 1
a = 0.2646 nm, Ha* = 5442.28 meV
r0 = 4.00 nm, lam = r0/a = 15.1178
V(1 nm) = -616.2 meV; Coulomb with kappa only -1440.0 meV
E(1s) = -536.53 meV
E(2p) = -295.03 meV, E(2s) = -239.33 meV
E(3d) = -190.65, E(3p) = -167.60, E(3s) = -142.82 meV
E(2s)-E(2p) = 55.71 meV
bounds on E(2s)-E(2p): 49.57 to 62.02 meV
same by finite differences: 55.70 meV
E(1s)/E(2s) = 2.242 (2D hydrogen: 9)
2D hydrogen, same kappa: n=1 -10884.6, n=2 -1209.4 meV
mean radius 1s, 2p, 2s: 1.02, 2.39, 3.49 nm
quantum defect ns, n=1..6: 1.752, 1.872, 1.865, 1.839, 1.814, 1.793
quantum defect np, n=2..6: 1.537, 1.529, 1.499, 1.469, 1.444
--- kappa = 4
a = 1.0584 nm, Ha* = 340.14 meV
r0 = 1.00 nm, lam = r0/a = 0.9449
V(1 nm) = -271.7 meV; Coulomb with kappa only -360.0 meV
E(1s) = -192.48 meV
E(2p) = -59.63 meV, E(2s) = -45.98 meV
E(3d) = -25.70, E(3p) = -23.78, E(3s) = -20.03 meV
E(2s)-E(2p) = 13.65 meV
bounds on E(2s)-E(2p): 11.37 to 16.15 meV
same by finite differences: 13.64 meV
E(1s)/E(2s) = 4.186 (2D hydrogen: 9)
2D hydrogen, same kappa: n=1 -680.3, n=2 -75.6 meV
mean radius 1s, 2p, 2s: 1.31, 3.96, 5.86 nm
quantum defect ns, n=1..6: 0.440, 0.423, 0.414, 0.410, 0.408, 0.407
quantum defect np, n=2..6: 0.189, 0.174, 0.169, 0.166, 0.165
--- splitting E(2s)-E(2p) against lam
lam = 0.01: 4.908e-03 Ha*, times lam: 0.0000
lam = 0.1: 2.566e-02 Ha*, times lam: 0.0026
lam = 1: 3.976e-02 Ha*, times lam: 0.0398
lam = 10: 1.374e-02 Ha*, times lam: 0.1374
lam = 100: 2.161e-03 Ha*, times lam: 0.2161
lam = 1000: 2.535e-04 Ha*, times lam: 0.2535
lam = 0.0001: splitting/(16 lam/27 Ha*) = 0.9959
logarithmic well: c = 0.2751; lam*splitting at 1e6: 0.2743
e^2/(4 pi eps0 r*) = 360.0 meV, limit of splitting = 99.0 meV
```
